\section*{Why a metallization cell's hysteresis loop can miss the origin}

\section*{Where the pinched loop comes from}

\textbf{Q.} I measured the current--voltage loop of an electrochemical metallization cell, and its two branches cross zero voltage at different, nonzero currents. A resistive memory has no current without voltage, so I want to subtract an instrument offset. Is that justified?

\textbf{A.} Not before you have asked what sits inside the cell. What is your argument for zero current?

\textbf{Q.} The device is a resistor with memory. Its conductance $G$ depends on a state $w$, and
\begin{equation}
I=G(w,V)\,V .
\end{equation}
Whatever the history, finite $G$ and $V=0$ give $I=0$. The loop must be pinched at the origin.

\textbf{A.} The deduction is correct, but its premise is that the state enters through a conductance alone. Your cell has electrodes that exchange ions with an electrolyte, as a battery has. Whether the premise holds must be derived from the ion transport.

\section*{The voltage of a cell with an ion gradient}

\textbf{Q.} Then derive it. What is the simplest cell that could prove me wrong?

\textbf{A.} Take a film $0<x<L$ containing monovalent cations M$^+$ and monovalent anions. It is locally neutral, so both have concentration $c(x)$, and the solution is dilute. Both contacts expose the same metal M; the nominally inert one carries a deposit of it. Both exchange M$^+$ rapidly and block anions. Currents are per area, positive from left to right, and $V$ is the left potential minus the right.

With molar quantities and $V_T=R_gT/F$, the electrochemical potentials are
\begin{equation}
\tilde\mu_\pm=\mu_\pm^\circ+R_gT\ln c\pm F\phi .
\end{equation}
Equilibrium of M $\rightleftharpoons$ M$^+$ + e$^-$ at a contact requires $\mu_{\rm M}=\tilde\mu_++\tilde\mu_e$. A voltmeter senses the electrons, so the contact potential is $-\tilde\mu_e/F=(\tilde\mu_+-\mu_{\rm M})/F$. As $\mu_{\rm M}$ is the same on both sides,
\begin{equation}
V=\frac{\tilde\mu_+(0)-\tilde\mu_+(L)}{F}.
\label{eq:V}
\end{equation}
This includes the potential steps at the contacts as well as the drop in the film.

\textbf{Q.} And the current?

\textbf{A.} The Nernst--Planck fluxes and the ionic current are
\begin{equation}
N_\pm=-\frac{D_\pm c}{R_gT}\,\tilde\mu_\pm',\qquad i=F(N_+-N_-),
\end{equation}
where a prime means $d/dx$. Adding the two potentials removes $\phi$, so $\tilde\mu_-'=2R_gT\,c'/c-\tilde\mu_+'$. With $S=D_++D_-$,
\begin{align}
i&=-\frac{Fc}{R_gT}\left(D_+\tilde\mu_+'-D_-\tilde\mu_-'\right)\nonumber\\
&=-\frac{FcS}{R_gT}\,\tilde\mu_+'+2FD_-c'.
\end{align}
Solve for the gradient, writing $t_\pm=D_\pm/S$ for the transference numbers:
\begin{equation}
-\frac{\tilde\mu_+'}{F}=\frac{V_T}{FSc}\,i-2t_-V_T\frac{c'}{c}.
\label{eq:grad}
\end{equation}
Neutrality makes $i$ independent of $x$. Integrating from $0$ to $L$ and using \eqref{eq:V} gives
\begin{equation}
V=E+iR,\quad E=2t_-V_T\ln\frac{c(0)}{c(L)},\quad R=\int_0^L\frac{V_T\,dx}{FSc}.
\label{eq:emf}
\end{equation}
The term $E$ is an electromotive force (emf). It depends on the end concentrations and not on the profile between them. The side richer in M$^+$ is positive.

\textbf{Q.} So any ion gradient produces a current at zero voltage?

\textbf{A.} No. If the anions cannot move, $t_-=0$ and $E=0$, however steep the gradient. A fixed anion background can hold cations in a nonuniform equilibrium: $\tilde\mu_+$ is then flat, and the potential drop in the film cancels the difference between the contact steps. An emf needs a departure from equilibrium, which here means a gradient that mobile anions could level.

There is also an emf without any gradient if the metals differ, for example through stress in the deposit. Keeping $\mu_{\rm M}$ in \eqref{eq:V} adds $[\mu_{\rm M}(L)-\mu_{\rm M}(0)]/F$ to $E$. I set this term to zero from here on.

\section*{What the filament changes}

\textbf{Q.} My device also conducts electrons, and in its on state it does so very well. Surely that shorts out your battery.

\textbf{A.} Let the electronic path have conductance $g$ per area and run in parallel, with no reaction between electrons and ions inside the film. The total current is
\begin{equation}
I=\frac{V-E}{R}+gV .
\label{eq:total}
\end{equation}
There are two different offsets. Setting $V=0$ removes the electronic term; setting $I=0$ gives $V(1+gR)=E$. Hence
\begin{equation}
I(V{=}0)=-\frac{E}{R},\qquad V(I{=}0)=\frac{E}{1+gR}.
\label{eq:offsets}
\end{equation}
A good filament suppresses the voltage offset but leaves the current offset alone, for given $E$ and $R$. On a scale set by the large on-state current, that offset may be hard to see. It also assumes that $V$ is the voltage across the film itself. A series resistance $R_s$ per area in leads or meter gives $I(V{=}0)=-E/[R+R_s(1+gR)]$ at the outer terminals, so a filament with $gR_s\gtrsim1$ diverts a large part of the current offset as well. The result also needs the ionic path to survive: a filament that displaces the electrolyte, or exchanges ions with it along its side, changes $E$ and $R$ and lies outside this model.

\section*{How writing charges the cell}

\textbf{Q.} You have put the gradient in by hand. My film started uniform.

\textbf{A.} The writing current creates it. Insert \eqref{eq:grad} into the relation for the anions:
\begin{align}
\tilde\mu_-'&=2R_gT\frac{c'}{c}-\tilde\mu_+'
=2(1-t_-)R_gT\frac{c'}{c}+\frac{R_gT}{FSc}\,i,\nonumber\\
N_-&=-Dc'-\frac{t_-i}{F},\qquad D=2t_+D_-=\frac{2D_+D_-}{S}.
\label{eq:anion}
\end{align}
Here $1-t_-=t_+$ was used. Anion conservation, $\partial_tc=-N_-'$, with uniform $i$ then gives
\begin{equation}
\partial_tc=Dc'',\qquad c'=-\frac{t_-i}{FD}\ \text{ at }x=0,L .
\label{eq:diff}
\end{equation}
The boundary condition is $N_-=0$ at the blocking contacts. A positive current drives anions to the left until diffusion balances the drift, so salt accumulates on the left and $E>0$ opposes the applied voltage.

\textbf{Q.} How large does $E$ become?

\textbf{A.} Hold the voltage at $V_h$ until the profile is steady. Then $N_-=0$ throughout, and \eqref{eq:anion} makes $c'$ constant. Anions at rest also mean $\tilde\mu_-'=0$, so $\tilde\mu_+'=2R_gT\,c'/c$, and \eqref{eq:V} gives
\begin{equation}
V_h=2V_T\ln\frac{c(0)}{c(L)},\qquad E=t_-V_h .
\label{eq:hold}
\end{equation}
The second relation follows by comparison with \eqref{eq:emf}. The number of anions is conserved, so the straight line keeps the mean $\bar c$:
\begin{equation}
c=\bar c\left[1+a\left(1-\frac{2x}{L}\right)\right],\quad
\frac{1+a}{1-a}=e^{V_h/2V_T},\quad a=\tanh\frac{V_h}{4V_T}.
\end{equation}
Its slope is $-2a\bar c/L$. With $D/t_-=2t_+S$, the boundary condition yields
\begin{equation}
i_h=\frac{FD}{t_-}\frac{2a\bar c}{L}=\frac{4t_+SF\bar c\,a}{L}.
\end{equation}
For $V_h\ll4V_T$ this is ohmic. For large $V_h$, $a\to1$ and the current saturates while the right end is depleted. Neutrality eventually fails there, so $E=t_-V_h$ must not be extended to arbitrary voltage.

Now step the voltage to zero. The profile has had no time to change, so $R$ is the same before and after:
\begin{equation}
i_h=\frac{V_h-t_-V_h}{R}=\frac{t_+V_h}{R},\quad
i(0^+)=-\frac{t_-V_h}{R},\quad
\frac{i(0^+)}{i_h}=-\frac{t_-}{t_+}.
\label{eq:ratio}
\end{equation}
These are ionic currents. At $V=0$ the total is the same as the ionic one, but during the hold the leakage $gV_h$ must be subtracted before the ratio is taken.

\textbf{Q.} Give me numbers.

\textbf{A.} Take round model parameters: $L=50$ nm, $T=300$ K, $\bar c=200$ mol/m$^3$, $D_+=3\times10^{-16}$ and $D_-=1\times10^{-16}$ m$^2$/s. Then $t_+=0.75$, $t_-=0.25$, $D=1.5\times10^{-16}$ m$^2$/s and $V_T=25.85$ mV. For $V_h=100$ mV,
\begin{equation}
a=\tanh\frac{100}{4\times25.85}=0.747 .
\end{equation}
The ends hold $200(1\pm0.747)$, or about 349 and 51 mol/m$^3$. The emf is $0.25\times100=25$ mV. With $R=0.2167\ \Omega\,$m$^2$, the hold current is $0.075/0.2167=0.346$ A/m$^2$, and the current just after shorting is $-0.025/0.2167=-0.115$ A/m$^2$. Their ratio is $-1/3$, as \eqref{eq:ratio} requires. Numerical integration of the two separate ion fluxes, without the emf formula, gives 25.003 mV and a ratio of $-0.3334$; see the numerical output.

\section*{How long the emf lasts}

\textbf{Q.} A battery keeps its voltage. If I wait, does my offset stay?

\textbf{A.} No, diffusion levels the gradient. Late in the decay the deviation from $\bar c$ is small. With $u=x-L/2$, try the antisymmetric form
\begin{equation}
c-\bar c=-B\,e^{-t/\tau}\sin ku,\qquad \frac1\tau=Dk^2,\qquad y=\frac{kL}{2}.
\end{equation}
At open circuit, without leakage, $i=0$. The slope vanishes at the ends, so $\cos y=0$, $y=\pi/2$ and
\begin{equation}
\tau_{\rm open}=\frac{L^2}{\pi^2D}.
\end{equation}
At short circuit $i=-E/R$. To first order, and omitting the common factor $e^{-t/\tau}$,
\begin{equation}
E=2t_-V_T\frac{2B\sin y}{\bar c},\quad R=\frac{V_TL}{FS\bar c},\quad
i=-\frac{4t_-FSB\sin y}{L}.
\end{equation}
The boundary condition in \eqref{eq:diff} becomes
\begin{equation}
-Bk\cos y=\frac{4t_-^2SB\sin y}{DL}.
\end{equation}
Put $k=2y/L$ and $S/D=1/(2t_+t_-)$:
\begin{equation}
\tan y=-\frac{t_+}{t_-}\,y,\qquad \tau_{\rm short}=\frac{L^2}{4y^2D}.
\end{equation}
There is no root in $0<y<\pi/2$, where the two sides have opposite signs. The slowest mode has $\pi/2<y<\pi$, so shorting speeds the decay.

Here $y=1.758$, which gives $\tau_{\rm short}=1.35$ s against $\tau_{\rm open}=1.69$ s. The simulated late decays agree within the tested relative tolerance of 0.5\%. Since both times grow as $L^2/D$, a thicker film or slower ions would keep the emf longer.

\textbf{Q.} Could the current be no more than the charging of double layers?

\textbf{A.} Such a current exists in a real cell and is left out of this model, so its time scale matters. A layer of Debye length $\lambda$ has capacitance $\epsilon/\lambda$. With $\lambda^2=\epsilon V_T/(2F\bar c)$ and the resistance of the uniform film,
\begin{equation}
\frac{\epsilon}{\lambda}\,\frac{V_TL}{FS\bar c}=\frac{2\lambda L}{S}\le\frac{\lambda L}{D},
\end{equation}
because $D=2t_+t_-S\le S/2$. For a relative permittivity of 10, $\lambda=0.24$ nm and $\lambda L/D=0.08$ s. This $\lambda$ is only formal, since it is below the mean ion spacing of 1.6 nm. Real ions in such a medium would pair and correlate strongly, so the dilute-solution laws used here are a model assumption and do not describe a particular electrolyte. The estimate is the time to charge the layers through the film, which applies when cation exchange at the contacts is slow. When exchange is rapid, as assumed above, the layers are shunted, and the fast transient is dielectric relaxation, of order $\epsilon R/L=\epsilon V_T/(FS\bar c)\approx0.3$ ms. Both times are shorter than 1.35 s, but the end concentrations move sooner than the profile as a whole. The step changes the ionic current by $V_h/R$ in magnitude, so by \eqref{eq:diff} each end concentration shifts by about $(2t_-V_h/FR)\sqrt{t/(\pi D)}$ while the diffusion layers are thin. At 0.08 s this is about 30 mol/m$^3$, which is not small beside the 51 mol/m$^3$ at the depleted end. If charging takes that long, the current is by then already noticeably smaller in magnitude than $i(0^+)$ in \eqref{eq:ratio}. A current that persists on the diffusion time is the one to compare with $-E/R$.

\section*{Where the energy comes from}

\textbf{Q.} A passive memory that delivers power at my terminals sounds like a violation of something.

\textbf{A.} The writing pulse stored the energy. Relative to the uniform film, the free energy of mixing per area is
\begin{equation}
\mathcal G=2R_gT\int_0^L c\ln\frac{c}{\bar c}\,dx .
\end{equation}
The factor 2 counts both ions. Since $\tilde\mu_++\tilde\mu_-$ equals $2R_gT\ln c$ plus a constant, and $\int c\,dx$ is fixed, constants drop out of the time derivative. Continuity and integration by parts give
\begin{align}
\dot{\mathcal G}&=\int_0^L(\tilde\mu_++\tilde\mu_-)\,\partial_tc\,dx
=-\sum_\pm\int_0^L\tilde\mu_\pm N_\pm'\,dx\nonumber\\
&=-\sum_\pm\bigl[\tilde\mu_\pm N_\pm\bigr]_0^L+\sum_\pm\int_0^LN_\pm\tilde\mu_\pm'\,dx\nonumber\\
&=iV-R_gT\int_0^L\left(\frac{N_+^2}{D_+c}+\frac{N_-^2}{D_-c}\right)dx .
\end{align}
At the contacts $N_-=0$ and $N_+=i/F$, which produces $iV$ through \eqref{eq:V}. The last integral is a loss and cannot be negative. On discharge $iV<0$, and the work delivered is at most the free energy released.

After the 100 mV hold, $\mathcal G=4.96$ mJ/m$^2$. Discharged without electronic leakage through a load equal to the initial $R$, the cell delivers 0.289 mJ/m$^2$ and loses 4.67 mJ/m$^2$ internally. The load receives $0.289/4.96=5.8\%$. This is a poor battery, but its current at zero voltage is real.

\section*{Reading a measured loop}

\textbf{Q.} I did not hold and short the cell; I swept it. Does the offset survive next to genuine switching?

\textbf{A.} Add an illustrative memory law. As the ionic charge $q$ passed since the start grows, let
\begin{equation}
g=g_{\rm off}+\frac{g_{\rm on}-g_{\rm off}}{1+e^{-(q-q_{1/2})/q_w}},
\end{equation}
with $g_{\rm off}=2$ and $g_{\rm on}=20$ S/m$^2$, $q_{1/2}=0.5$ and $q_w=0.1$ C/m$^2$. This is not a theory of filament growth, and the values are chosen comparable to $1/R$ so that all terms show: for a cell 100 nm on a side, $g_{\rm on}$ means $5\times10^{12}\ \Omega$, far above the resistance of a metallic filament, and an offset of 0.05 A/m$^2$ means $5\times10^{-16}$ A. It provides a finite conductance with memory, which by itself would give your pinched loop.

Sweep sinusoidally with amplitude 100 mV and period 8 s. In the sixth cycle, as $V$ falls through zero, $E=9.32$ mV and $R=0.1789\ \Omega\,$m$^2$, so
\begin{equation}
I(V{=}0)=-\frac{0.00932}{0.1789}=-0.0521\ \mathrm{A/m^2}.
\end{equation}
As $V$ rises through zero the current is $+0.0521$ A/m$^2$. The conductances at these two points are 19.96 and 2.05 S/m$^2$, yet the current offsets have equal size: $g$ does not enter them, and in this symmetric cell and sweep $E$ reverses and $R$ repeats after half a period.

The voltage offset does feel the filament. On the falling branch the current vanishes slightly earlier, when $E=9.65$ mV, $R=0.1794\ \Omega\,$m$^2$ and $g=19.96$ S/m$^2$:
\begin{equation}
V(I{=}0)=\frac{9.65}{1+19.96\times0.1794}=2.11\ \mathrm{mV}.
\end{equation}
So an emf near 10 mV appears as only 2 mV at the terminals.

\textbf{Q.} How do I know the memory law itself did not cause the offset?

\textbf{A.} Repeat the sweep with immobile anions. The conductance still switches, between 19.97 and 2.12 S/m$^2$ at the two zero crossings, but the current there stays below $10^{-8}$ A/m$^2$ in magnitude. In this model, conductance memory without an emf passes through the origin.

\textbf{Q.} Would a slower sweep remove the offset?

\textbf{A.} It would reduce it. When the period $\mathcal T$ greatly exceeds $\tau_{\rm short}$, the profile nearly follows its steady form, which is uniform at $V=0$; what remains is a lag that shrinks with the sweep rate. In the opposite limit, the slope in \eqref{eq:diff} extends only over a distance of order $\sqrt{D\mathcal T}$. For an ionic current of amplitude $i_0$, the end concentrations then oscillate with an amplitude of about $t_-i_0\sqrt{D\mathcal T/(2\pi)}/(FD)$, which also tends to zero.

For periods of 0.4, 8 and 160 s, the falling-branch currents at $V=0$ in the sixth cycle are $-0.0175$, $-0.0521$ and $-0.0060$ A/m$^2$. The middle period gives the largest of the three, though three points do not locate the maximum. The 0.4 s value still contains part of the start-up transient, because six cycles last only 2.4 s. It also belongs to the neutral model alone: the geometric capacitance adds $(\epsilon/L)\,dV/dt\approx-0.003$ A/m$^2$ at this crossing, and slow exchange at the contacts would add double-layer charging.

\textbf{Q.} Then an open loop does not prove an emf either. A parallel capacitor $C$ adds $C\,dV/dt$, which also changes sign between the branches.

\textbf{A.} Correct, and an instrument offset is a third candidate. A constant additive one shifts both branches the same way, whereas the symmetric cell here gives opposite signs. To separate the emf from fast charging, hold the cell at $V_h$, step to $V=0$ and record the current after the double layers have settled. The emf current has the sign of $-V_h$, is by then smaller in magnitude than its initial value $t_-V_h/R$, reverses with $V_h$ and decays at late times with $\tau_{\rm short}$. These signs are necessary but not sufficient: any slow series $RC$ branch, such as dielectric relaxation or trapping, shows them too, and the growth of the decay time as $L^2$ is one further test. If your offset behaves in this way, subtracting it would erase part of the cell's state. Where it comes from the ion gradient, the law to fit is \eqref{eq:total} and not $I=GV$: $E$ and $R$ both follow the stored ion profile, while $g$ carries the memory of the filament.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Thermal voltage: 25.852 mV
Film thickness: 50 nm
Mean salt concentration: 200 mol/m^3
Cation diffusivity: 3e-16 m^2/s
Anion diffusivity: 1e-16 m^2/s
Salt diffusivity: 1.5e-16 m^2/s
Cation transference number: 0.75
Anion transference number: 0.25
Relative permittivity for layer estimate: 10
Debye length: 0.24353 nm
Charged-layer time estimate: 0.081178 s
Hold voltage: 100 mV
Relative end deviation a: 0.7474
Left concentration after hold: 349.48 mol/m^3
Right concentration after hold: 50.516 mol/m^3
Ionic area resistance after hold: 0.21666 ohm m^2
Ionic current during hold: 0.34615 A/m^2
Emf after hold, simulated: 25.003 mV
Emf after hold, formula: 25 mV
Current just after shorting: -0.1154 A/m^2
Short-to-hold current ratio: -0.33338
Root y for shorted decay: 1.7582
Shorted decay time, simulated: 1.348 s
Shorted decay time, formula: 1.3479 s
Open decay time, simulated: 1.6888 s
Open decay time, formula: 1.6887 s
Stored mixing free energy: 4.9606 mJ/m^2
Load area resistance: 0.21666 ohm m^2
Work delivered to load: 0.28934 mJ/m^2
Diffusion and conduction loss: 4.6712 mJ/m^2
Delivered fraction of stored energy: 0.058328
Sweep amplitude: 100 mV
Memory law g_off: 2 S/m^2
Memory law g_on: 20 S/m^2
Memory law q_half: 0.5 C/m^2
Memory law q_width: 0.1 C/m^2
Falling-branch I(V=0), period 0.4 s: -0.017519 A/m^2
Falling-branch I(V=0), period 8 s: -0.052123 A/m^2
Falling-branch I(V=0), period 160 s: -0.0060388 A/m^2
Rising-branch I(V=0), period 8 s: 0.052123 A/m^2
Emf at falling V=0, period 8 s: 9.3235 mV
Ionic resistance at falling V=0: 0.17888 ohm m^2
Electronic conductance, falling V=0: 19.956 S/m^2
Electronic conductance, rising V=0: 2.0488 S/m^2
Falling-branch V(I=0), simulated: 2.1063 mV
Falling-branch V(I=0), formula: 2.1062 mV
Emf at falling I=0: 9.6468 mV
Ionic resistance at falling I=0: 0.17939 ohm m^2
Electronic conductance, falling I=0: 19.957 S/m^2
Immobile-anion control, |I(V=0)| below 1e-8 A/m^2: True
Control conductance, falling V=0: 19.97 S/m^2
Control conductance, rising V=0: 2.1203 S/m^2
\end{verbatim}
